Why Ohmic Damping Makes Momentum Variance Diverge but Not Heat Current

Take a vibrating molecule held between a warm and a cool electrode, and compute the heat it carries as a difference of two powers: what the thermal and quantum noise of the warm side feeds in, minus what friction against that side takes out. With the parameters used below, the noise input summed over frequencies up to 100 eV is 104.7 eV/ns. The friction loss summed up to 1 eV is 88.0 eV/ns. Their difference, 16.7 eV/ns, is wrong by a factor of five: the current is 3.3 eV/ns. Raising the two limits independently does not help, because each power grows without bound.

The same growth appears in the oscillator's kinetic energy. It is tempting to conclude that strictly Ohmic damping makes the whole transport problem meaningless. It does not. The divergent quantity is a stored fluctuation, and the current is a net flow from which that fluctuation cancels.

**The model and its noise**

Let an oscillator of mass m and frequency ω0 be coupled through its position x to harmonic baths L and R. In the algebra ħ = 1 and θ = k_B T is a temperature in energy units. The Hamiltonian is

H = p²/2m + mω0²x²/2 + Σ_k [p_k²/2m_k + (m_kω_k²/2)(x_k − c_k x/(m_kω_k²))²],

where k runs over the modes of both baths. The completed square contains a counter-term proportional to x², which keeps the static restoring force at mω0². Since the coupling contains no momentum, p = m dx/dt = mv.

The equations of motion are

m x″ = −mω0²x + Σ_k c_k [x_k − c_k x/(m_kω_k²)],
x_k″ = −ω_k²x_k + c_k x/m_k.

The second is a driven oscillator. Its solution is the free motion x_k⁰(t) plus the response to x:

x_k(t) = x_k⁰(t) + (c_k/(m_kω_k)) ∫₀ᵗ sin[ω_k(t−s)] x(s) ds.

Integration by parts turns the last term into

(c_k/(m_kω_k²)) {x(t) − cos(ω_k t) x(0) − ∫₀ᵗ cos[ω_k(t−s)] v(s) ds}.

The x(t) term cancels the counter-term in the first equation. With α = L, R, what remains is

m x″ + mω0²x + m Σ_α ∫₀ᵗ γ_α(t−s) v(s) ds = Σ_α [ξ_α(t) − mγ_α(t)x(0)],
γ_α(t) = (1/m) Σ_{k in α} (c_k²/(m_kω_k²)) cos ω_k t,

where ξ_α is the sum of c_k x_k⁰ over bath α. An Ohmic bath with cutoff Λ has the mode distribution

Σ_{k in α} (c_k²/(m_kω_k)) δ(ω−ω_k) = (2/π) mγ_α ω, for 0 < ω < Λ.

Hence γ_α(t) = (2γ_α/π)∫₀^Λ cos ωt dω. As Λ → ∞ this becomes 2γ_α δ(t). Half of the delta function lies inside the memory integral, so the friction force is −mγ_α v. "Strictly Ohmic" means this limit. After the initial motion has decayed,

m x″ + mγv + mω0²x = ξ_L + ξ_R, γ = γ_L + γ_R > 0.

Each bath is prepared in thermal equilibrium. A free mode has symmetrised variance coth(ω_k/2θ_α)/(2m_kω_k), so

⟨ξ_α(t)ξ_α(0)⟩ = ∫ (dω/2π) S_α(ω) e^(−iωt),
S_α(ω) = mγ_α ω coth(ω/2θ_α).

For ω > 0, coth(ω/2θ) = 1 + 2n(ω), with n = 1/(e^(ω/θ) − 1). The "1" is the zero-point part. It gives a force spectrum mγ_α ω that rises with frequency at any temperature, including zero.

**Why momentum diverges and position does not**

With time dependence e^(−iωt), position responds to force through

χ(ω) = 1/[m(ω0² − ω² − iγω)], |χ|² = 1/(m²D),
D = (ω0² − ω²)² + γ²ω².

Momentum is −imω times position, so

⟨p²⟩ = ∫ (dω/2π) m²ω²|χ|²(S_L + S_R)
= (m/π) ∫₀^Λ dω ω³ [γ_L coth(ω/2θ_L) + γ_R coth(ω/2θ_R)]/D.

The factor 2 from folding negative frequencies onto positive ones has changed 1/2π into 1/π. At high frequency each coth tends to 1 and D tends to ω⁴. The integrand becomes γ/ω, and its integral is a logarithm:

⟨p²⟩ = (mγ/π) ln(Λ/ω0) + finite terms.

The mechanism is that of a nearly free particle. Well above both ω0 and γ, the spring and the friction are too weak to matter against inertia. Velocity is then force divided by mω in magnitude, so a force spectrum proportional to ω gives a velocity spectrum proportional to 1/ω. Every decade of frequency contributes equally. Position carries two fewer powers of ω: its integrand falls as 1/ω³, and ⟨x²⟩ converges. The oscillator makes very small excursions very rapidly, and these cost kinetic energy without widening it noticeably.

The finite terms at zero temperature follow from u = ω². Then ω³dω = u du/2 and

∫₀^Λ ω³dω/D = ½ ∫₀^(Λ²) u du/[(u−a)² + b²],
a = ω0² − γ²/2, b² = ω0⁴ − a² = γ²(ω0² − γ²/4).

Take γ < 2ω0, so that b is real, and write u = (u−a) + a. The first part integrates to half the logarithm of the denominator. Between the limits this tends to ½ ln(Λ⁴/ω0⁴) = 2 ln(Λ/ω0). The second gives (a/b)[π/2 + arctan(a/b)]. Therefore, for large Λ,

⟨p²⟩₀ = (mγ/2π) {2 ln(Λ/ω0) + (a/b)[π/2 + arctan(a/b)]}.

The same substitution without the extra factor u gives

⟨x²⟩₀ = (γ/(2πmb)) [π/2 + arctan(a/b)].

If γ → 0 at fixed Λ, then b → γω0 and the bracket tends to π. The results become mω0/2 and 1/(2mω0), as for an isolated oscillator. If Λ → ∞ at fixed γ, the momentum variance diverges however small γ is. The two limits cannot be exchanged.

For γ/ω0 = 0.3 and Λ/ω0 = 1000, a/b = 3.220 and the arctangent is 1.270. The brace is 13.816 + 9.146 = 22.96. Multiplication by 0.3/2π gives ⟨p²⟩₀/m = 1.096ω0. Diagonalizing the oscillator together with 1000 explicit bath modes gives 1.097ω0. When the cutoff is raised tenfold, that calculation gives 1.316ω0, while mω0⟨x²⟩ stays at 0.457.

**The source is zero-point noise**

Heating the baths adds the terms containing n. They converge, because n falls exponentially at high frequency. Temperature changes the constant beside the logarithm but not the coefficient of the logarithm.

Classical noise provides a contrast. Replace coth(ω/2θ) by 2θ/ω at equal temperatures. Then

⟨p²⟩_cl = (2mγθ/π) ∫₀^∞ ω²dω/D.

To evaluate the integral, write ω²/D = 1/(y² + γ²), with y = ω − ω0²/ω. The replacement ω → ω0²/ω changes y to −y and leaves the integrand unchanged. Averaging the two forms gives

∫₀^∞ ω²dω/D = ½ ∫₀^∞ (1 + ω0²/ω²)dω/(y² + γ²)
= ½ ∫_{−∞}^{∞} dy/(y² + γ²) = π/(2γ).

So ⟨p²⟩_cl = mθ, the equipartition value, with no cutoff dependence. The same friction acts in both cases. What differs is the noise, and its zero-point part produces the divergence.

**Why the current stays finite**

Bath L exerts the force ξ_L − mγ_L v. The power it delivers to the oscillator is

J = ⟨ξ_L v⟩ − mγ_L⟨v²⟩.

In a steady state the mean coupling energy is constant, so J is also the rate at which bath L loses energy. The two baths are uncorrelated, so in the first term the velocity counts through its response −iωχξ_L:

⟨ξ_L v⟩ = ∫ (dω/2π)(−iωχ)S_L = ∫ (dω/2π) ω Im χ S_L.

The part with Re χ is odd in ω and integrates to zero. From the definition of χ,

Im χ = γω/(mD) = mγω|χ|².

This identity says that the response which absorbs energy from the noise is set by the same friction that removes it. The two powers are

⟨ξ_L v⟩ = (γγ_L/π) ∫₀^Λ dω ω³ coth(ω/2θ_L)/D,
mγ_L⟨v²⟩ = (γ_L/π) ∫₀^Λ dω ω³ [γ_L coth(ω/2θ_L) + γ_R coth(ω/2θ_R)]/D.

Each grows as (γγ_L/π) ln Λ. Now subtract under one integral. Since γ = γ_L + γ_R, the γ_L² terms cancel and

J = (γ_Lγ_R/π) ∫₀^Λ dω ω³ [coth(ω/2θ_L) − coth(ω/2θ_R)]/D.

The zero-point "1" is the same in both coth functions and drops out at every frequency. The difference is 2(n_L − n_R), and with Λ → ∞

J = ∫₀^∞ (dω/2π) ω 𝒯(ω)(n_L − n_R),
𝒯(ω) = 4γ_Lγ_R ω²/D.

This also explains the false current at the start. If the input is cut at Λ₁ and the loss at Λ₂, an extra (γγ_L/π) ln(Λ₁/Λ₂) is left over. It is a mismatch of limits, and no heat corresponds to it.

Finiteness can be shown with a bound. Let θ_L > θ_R and z = ω/θ. Then

∂(ωn)/∂θ = (z/2)²/sinh²(z/2) ≤ 1,

and hence ω(n_L − n_R) ≤ θ_L − θ_R. The integral found for classical noise gives ∫₀^∞ 𝒯 dω/2π = (4γ_Lγ_R/2π)(π/2γ) = γ_Lγ_R/γ. Together,

0 ≤ J ≤ (γ_Lγ_R/γ)(θ_L − θ_R).

The bound is approached when both temperatures are high compared with the frequencies that matter in 𝒯. In the opposite limit, θ_L and θ_R far below ω0 and ω0²/γ, the thermal factors select low frequencies, where D ≈ ω0⁴. Using ∫₀^∞ ω³n dω = π⁴θ⁴/15,

J ≈ 2π³γ_Lγ_R(θ_L⁴ − θ_R⁴)/(15ω0⁴).

The current vanishes as both baths approach zero temperature, while the momentum variance keeps its logarithm. At equal temperatures J is zero whatever the size of ⟨p²⟩. A large fluctuation is compatible with no flow, because noise and friction exchange equal energy at each frequency.

**Baths that end at different frequencies**

The cancellation might seem to rely on identical cutoffs. To see that it does not, let each bath have a complex damping function γ̃_α(ω) = ∫₀^∞ γ_α(t)e^(iωt)dt. Its real part, written Γ_α, sets both friction and noise:

S_α = mΓ_α ω coth(ω/2θ_α), Im χ = mω(Γ_L + Γ_R)|χ|².

Provided the oscillator's initial motion still decays, the subtraction proceeds as before and gives

𝒯(ω) = 4ω²Γ_LΓ_R/|ω0² − ω² − iω(γ̃_L + γ̃_R)|².

If a frequency exists in one bath but not in the other, the product Γ_LΓ_R is zero there. That frequency can shake the oscillator and add to ⟨p²⟩, yet it carries no steady current in this harmonic model.

This was tested by following the motion of a finite system, with no transport formula assumed. In units of ω0, the damping rates were 0.2 and 0.1, the temperatures θ 2 and 0.3, and the cutoffs 10 and 20, with 500 modes in each bath. Starting from uncorrelated baths and averaging from time 60 to 80 in units of 1/ω0, the warm bath lost energy at the rate 0.09326ω0² and the cool bath gained it at the same rate. The frequency integral gives 0.09326ω0². The momentum variance also agreed, at 1.661mω0.

The steady state must be kept apart from the act of connection. If an uncorrelated bath is attached suddenly, the counter-term adds mγ_α(0)⟨x²⟩/2 = mγ_αΛ⟨x²⟩/π to the mean energy. This grows linearly with Λ, faster than the logarithm. The finite current is a statement about what flows after that transient has decayed.

**A junction in numbers**

Let m = 100 u, ω0 = 0.010 eV, γ_L = 0.002 eV and γ_R = 0.001 eV, with baths at 320 K and 280 K. These temperatures correspond to θ_L = 0.02758 eV and θ_R = 0.02413 eV. With everything else fixed, both bath cutoffs are raised together:

Λ (eV) | ⟨p²⟩ (ħ²/Å²) | J (eV/ns)
0.03 | 644 | 3.424
0.3 | 670 | 3.345
3 | 719 | 3.327
30 | 771 | 3.325
300 | 823 | 3.325

The predicted gain in ⟨p²⟩ per decade is mγ ln 10/π. With ħ²/m = 4.180 × 10⁻⁵ eV Å², this is

(0.003 × 2.303/π)/(4.180 × 10⁻⁵) = 52.6 ħ²/Å².

The last decade gives 52.5. The first gives about 26. It starts from a cutoff comparable with ω0 and θ, whereas the predicted slope holds only for cutoffs far above both. The root-mean-square displacement stays at 0.106 Å throughout.

The divergence is real but slow. Extending the asymptotic slope from the first row, ⟨p²⟩ would double at a cutoff near 5 × 10¹⁰ eV. Because the first decades gain less than that slope, the model itself would need a still larger value. The output line that begins "Cutoff that doubles" prints the extrapolated figure, not the model's own doubling point. No phonon bath extends remotely so far. The practical danger is therefore an undeclared dependence on the cutoff, or a mismatched subtraction, more than an enormous number.

The strictly Ohmic current is 3.325 eV/ns, or 0.533 nW. The bound is found from (0.002 × 0.001/0.003) × 0.00345 = 2.30 × 10⁻⁶ eV², which after division by ħ is 3.49 eV/ns. The current reaches 95 % of it, so this junction is close to the high-temperature limit.

The separate powers show the cancellation. Raising the common frequency limit from 1 to 100 eV in the strictly Ohmic integrals changes the noise input from 91.36 to 104.72 eV/ns and the loss from 88.04 to 101.40 eV/ns. Both grow by 13.36 eV/ns, the value of (γγ_L/π) ln 100. The difference remains 3.325 eV/ns.

**What a real junction changes**

The parameters are round numbers in the rough regime of a heavy, low-frequency vibration of a single molecule between metal electrodes, whose phonon bands end at a few hundredths of an eV. Dividing 0.533 nW by 40 K gives a conductance of 13 pW/K, of the rough order found for single-molecule junctions. This size follows from the chosen damping rates and does not test the model. Real electrodes have a band edge, which the strictly Ohmic model lacks. A sharp edge at 0.03 eV, with the damping flat up to it, makes ⟨p²⟩ finite and raises J by 3 % relative to the Ohmic value.

The sign of that shift may surprise, since the edge removes all transmission above it. The current carried inside the band must therefore have grown by more than the lost part. The growth inside the band comes from the imaginary part of the damping function,

Im γ̃_α = (γ_α/π) ln[(Λ+ω)/(Λ−ω)] ≈ 2γ_αω/(πΛ) for ω ≪ Λ.

It replaces ω² in the resonance denominator by Mω², with M = 1 − 2γ/(πΛ) < 1. If the band had no end, the area ∫𝒯 dω/2π would become γ_Lγ_R/(γM), a gain by the fraction 2γ/(πΛ). The edge removes the part above Λ, where 𝒯 ≈ 4γ_Lγ_R/ω². The area of that part is 2γ_Lγ_R/(πΛ), which is the same fraction 2γ/(πΛ) of γ_Lγ_R/γ. To this order the total area is therefore unchanged: transmission has moved from above the edge to lower frequencies. The factor (z/2)²/sinh²(z/2) found above falls with frequency, so ω(n_L − n_R) is larger there, and the same area carries more current.

Both the sign and the size of this shift belong to the flat band with a sharp edge. Real phonon damping varies across the band. With the same rates γ_α and Λ = 0.03 eV, a semi-elliptic band, Γ_α = γ_α√(1 − ω²/Λ²), lowers J by about 6 %, and a Drude roll-off, Γ_α = γ_αΛ²/(Λ² + ω²), lowers it by about 11 %. Damping that rises as Γ_α = γ_α(ω/ω0)² up to a sharp edge, the shape suggested by a Debye density of states, raises it by about 84 %. For that shape 𝒯 grows as ω⁶ at low frequency, so the θ⁴ law becomes a θ⁸ law. The shape of the damping matters more than the position of a sharp edge.

Other omissions can be sized for the same junction. In a Morse well 1 eV deep, the thermally averaged level spacing is 1.6 % below ω0. Using that spacing as the oscillator frequency changes J by 0.04 %, which is small because the high-temperature bound does not contain ω0. Electrons crossing with an energy-independent transmission of 0.001, both spin directions counted, would add 0.14 eV/ns, or 4 % of J. This contribution grows in proportion to the transmission and would equal J at a transmission of about 0.023, so it cannot be neglected in a well-conducting molecule. For the poorly conducting molecule assumed here, the largest of the omissions sized is the restriction to one vibration: a further phonon channel, fully open up to 0.03 eV, could carry as much as 24 eV/ns, seven times J. Anharmonic broadening and near-field radiation around the molecule are not included. The model thus explains how one vibration conducts, and does not predict the total for a particular molecule.

**When the distinction holds**

The derivation assumes position coupling, linear baths and a steady state. If the baths couple to p instead, with the corresponding counter-term, x and p exchange roles: the logarithm moves to ⟨x²⟩ and the current stays finite. The steady state can fail if ω0 lies above both band edges, or inside the band but close to a sharp upper edge. A localized vibration above the band then keeps part of the initial motion, and ⟨p²⟩ depends on how the oscillator was prepared. A sharp edge always leaves such a mode, because Im γ̃_α diverges there, but its weight is negligible when the damping is weak and the edge lies well above ω0, as in the junction above. For baths whose damping function becomes negligible beside ω at high frequency, the momentum integrand tends to (Γ_L + Γ_R)/ω. The variance is then finite if this function is integrable at large ω, as it is for any bath with a band edge. Constant damping fails that condition by a logarithm. The current asks for less: it weighs the difference in thermal occupation, which vanishes exponentially at high frequency. The numerical output below gives the values to more digits.

Values computed for the example and the checks

```
mass 100 u; w0 0.010 eV; gL 0.002 eV; gR 0.001 eV
T_L 320 K, T_R 280 K; theta_L 0.02758 eV, theta_R 0.02413 eV
hbar^2/m = 4.1802e-05 eV A^2
Ground state, g/w0 = 0.3 (v2 = <p^2>/m in units of w0)
 cutoff/w0 1e+02: v2 diagonalized 0.87931, closed 0.87643; m w0 <x^2> 0.45764
 cutoff/w0 1e+03: v2 diagonalized 1.09668, closed 1.09631; m w0 <x^2> 0.45729
 cutoff/w0 1e+04: v2 diagonalized 1.31624, closed 1.31619; m w0 <x^2> 0.45725
 slope per unit ln(cutoff): 0.09535; g/(pi w0): 0.09549
 shift of v2, 500 to 1000 bath modes: 2.3e-09 w0
Time evolution, w0=1, gL=0.2, gR=0.1, theta 2 and 0.3, cutoffs 10 and 20
 <p^2>/m: evolved 1.66091, integral 1.66091 (w0)
 m w0 <x^2>: evolved 1.53421, integral 1.53421
 J: left 0.093256, right -0.093256, integral 0.093255 (w0^2)
Example: bath cutoff | <p^2> | <p^2>/2m | x rms | J
   0.03 eV | 644.0 hbar^2/A^2 | 0.01346 eV | 0.10573 A | 3.4238 eV/ns
   0.30 eV | 670.2 hbar^2/A^2 | 0.01401 eV | 0.10572 A | 3.3451 eV/ns
   3.00 eV | 718.7 hbar^2/A^2 | 0.01502 eV | 0.10572 A | 3.3268 eV/ns
  30.00 eV | 770.9 hbar^2/A^2 | 0.01611 eV | 0.10572 A | 3.3250 eV/ns
 300.00 eV | 823.4 hbar^2/A^2 | 0.01721 eV | 0.10572 A | 3.3248 eV/ns
<p^2> gain per decade of cutoff, formula: 52.60 hbar^2/A^2
Cutoff that doubles the 0.03 eV value of <p^2>: 5.3e+10 eV
Strictly Ohmic J: 3.3248 eV/ns = 0.5327 nW
Upper bound on J: 3.4912 eV/ns
Classical-noise <p^2>/m at theta_L: 0.02757 eV
Frequencies to 1 eV: left noise input 91.3619, left loss 88.0372, net 3.3248 eV/ns
Frequencies to 100 eV: left noise input 104.7245, left loss 101.3998, net 3.3248 eV/ns
Growth of input and of loss, formula: 13.3623 eV/ns
Neglected effects
 finite band, edge 0.03 eV: J changes by +2.98 %
 Morse depth 1.0 eV: mean gap/w0 0.98406, J changes by +0.039 %
 electrons, transmission 0.001: 0.1418 eV/ns, 4.26 % of J
 one more fully open phonon channel to 0.03 eV: at most 24.101 eV/ns
```
